\section*{Why Singlet-Delta Oxygen in a 10 mTorr Plasma Hardly Radiates}

\section{The error made by treating it as an ordinary excited state}

Suppose that the oxygen molecule in its first excited state, $a\,^1\Delta_g$, is assumed to radiate as readily as if its line were an allowed one of the same wavelength. Its radiative rate would be about $1.3\times10^6\ \mathrm{s^{-1}}$. In the reactor treated below, electrons excite a ground-state molecule about 33 times per second, so, if every photon left the chamber, the balance would give one excited molecule for every 40\,000 in the ground state. The same balance with the proper radiative rate gives about one for every four. The false assumption removes a major neutral species from the chemistry, and it makes the losses to walls, electrons and the pump appear irrelevant.

The state lies $E_a\approx0.98$ eV above the ground state $X\,^3\Sigma_g^-$. Energy conservation therefore allows decay with emission of a photon, but it says nothing about the rate. The electric-dipole transition is forbidden, and the transition that remains is extremely slow. To see which loss matters, we need every rate on the same scale.

Let $n_X$ and $n_a$ be the densities of the two states. For a well-mixed gas fed with ground-state molecules,
\begin{equation}
\frac{dn_a}{dt}=n_e k_{\rm exc}n_X-Kn_a,\qquad
K=A+k_w+k_e+k_p .
\end{equation}
Here $n_e$ is the electron density and $k_{\rm exc}$ the excitation coefficient. The terms in $K$ describe radiation, walls, electron collisions and pumping. In time $dt$ channel $i$ removes $k_in_a\,dt$ molecules out of $Kn_a\,dt$, so its share is $k_i/K$. In steady state $n_a/n_X=n_ek_{\rm exc}/K$.

\section{Radiation}

\subsection{The scale of an allowed line}

Gaussian units are used. In a box of volume $V_0$, the electric field that creates one photon of frequency $\omega$ and polarization $\mathbf e$ has amplitude $\sqrt{2\pi\hbar\omega/V_0}$. Let $\mathbf d$ be the dipole matrix element. Fermi's golden rule gives
\begin{align}
A&=\frac{2\pi}{\hbar}\int\frac{V_0k^2dk\,d\Omega}{(2\pi)^3}
\frac{2\pi\hbar ck}{V_0}\sum_{\mathbf e}|\mathbf e\cdot\mathbf d|^2
\,\delta(\hbar ck-\hbar\omega)\nonumber\\
&=\frac{\omega^3}{2\pi\hbar c^3}\int d\Omega\sum_{\mathbf e}|\mathbf e\cdot\mathbf d|^2
=\frac{4\omega^3|\mathbf d|^2}{3\hbar c^3}. \label{A}
\end{align}
The last step uses the fact that the two polarizations capture on average $2/3$ of $|\mathbf d|^2$, so the angular integral is $8\pi|\mathbf d|^2/3$.

For a molecular-size dipole, take the element between the $1\pi_u$ and $1\pi_g$ orbitals of O$_2$. A restricted open-shell Hartree--Fock calculation in the cc-pVDZ basis, at a bond length of 1.21 \AA, gives $1.15\,ea_0$ (the larger aug-cc-pVTZ basis gives 1.14). At the $a$--$X$ wavelength of 1265 nm, equation (\ref{A}) then yields $A_{\rm allowed}=1.3\times10^6\ \mathrm{s^{-1}}$. This is a hypothetical line, used to show what the energy release could do if the selection rules permitted it.

\subsection{Why the electric dipole vanishes}

The two outer electrons occupy the orbitals $\pi_+$ and $\pi_-$ of the $\pi_g$ shell, with angular momentum $\pm\hbar$ along the axis. Three states arise: $X$ is a triplet with $L_z=0$, $a$ is a singlet with $L_z=\pm2$, and $b\,^1\Sigma_g^+$ is a singlet with $L_z=0$ (angular momenta in units of $\hbar$). All are even under inversion through the molecular centre. The dipole operator is odd, so its matrix element between them changes sign under inversion and must vanish.

Two further rules point the same way. The dipole operator does not act on spin, so it cannot join a singlet to a triplet, and it changes $L_z$ by at most one. Spin-orbit coupling weakens these two rules but preserves inversion symmetry. Parity therefore still forbids electric-dipole emission in the isolated molecule.

\subsection{The magnetic dipole that remains}

The magnetic moment $\boldsymbol\mu=-\mu_B(\mathbf L+g\mathbf S)$ is even under inversion. The magnetic and electric fields of a light wave have equal amplitudes in Gaussian units, so (\ref{A}) holds with $\mathbf d$ replaced by $\boldsymbol\mu$. But $\boldsymbol\mu$ alone cannot change $L_z$ by two. It needs help from spin-orbit coupling,
\begin{equation}
W=\zeta\sum_i\left[l_zs_z+\tfrac12(l_+s_-+l_-s_+)\right]_i .
\end{equation}

Within the $\pi_g$ shell neither $\mathbf L$ nor $W$ can change $L_z$, because one unit of change must connect a $\pi$ orbital to one outside the shell, with $l_z=0$ or $\pm2$. The filled $3\sigma_g$ orbital, with $l_z=0$, supplies such a path. Write
\begin{equation}
l_+|\sigma\rangle=\sqrt2\,q|\pi_+\rangle,\qquad
l_+|\pi_-\rangle=\sqrt2\,q|\sigma\rangle ,
\end{equation}
with $q=q_L$ in the magnetic moment and $q=q_s$ in $W$. A pure atomic $p$ shell has $q=1$. The Hartree--Fock orbitals in the cc-pVDZ basis give $q_L=1.146$ and $q_s=0.889$. The aug-cc-pVTZ basis gives 1.120 and 0.875, which would lower the radiative rate found below by about 7\%.

Start from $|X_1\rangle$, with occupied orbitals $\sigma\!\uparrow,\sigma\!\downarrow,\pi_+\!\uparrow,\pi_-\!\uparrow$. The target is $|a\rangle=c^\dagger_{\pi_+\downarrow}c_{\pi_-\uparrow}|X_1\rangle$. One action of $L_+$ and one of $W$ reach it, in either order.

If $W$ acts first, it moves $\sigma\!\uparrow$ to $\pi_+\!\downarrow$ with element $\zeta q_s/\sqrt2$. Then $L_+$ moves $\pi_-\!\uparrow$ to $\sigma\!\uparrow$ with element $\sqrt2q_L$. The operator product is
\begin{equation}
c^\dagger_{\sigma\uparrow}c_{\pi_-\uparrow}
c^\dagger_{\pi_+\downarrow}c_{\sigma\uparrow}
=-c^\dagger_{\pi_+\downarrow}c_{\pi_-\uparrow}
c^\dagger_{\sigma\uparrow}c_{\sigma\uparrow},
\end{equation}
so the numerator is $-\zeta q_sq_L$. Since $L_+$ preserves spin and $a$ is a singlet, only the $^1\Pi_g$ part of the intermediate state contributes.

If $L_+$ acts first, it moves $\sigma\!\downarrow$ to $\pi_+\!\downarrow$ and leaves the molecule a triplet. Then $W$ moves $\pi_-\!\uparrow$ to $\sigma\!\downarrow$. The same reordering, with $\sigma\!\downarrow$ replacing $\sigma\!\uparrow$, again gives $-\zeta q_sq_L$. The perturbation denominators are $E_X-E(^1\Pi)$ and $E_a-E(^3\Pi)$, both negative, so the two paths add:
\begin{equation}
\langle a|L_+|X_1\rangle=\zeta q_sq_L
\left(\frac1{\Delta_1}+\frac1{\Delta_3}\right),\quad
\Delta_1=E(^1\Pi)-E_X,\quad \Delta_3=E(^3\Pi)-E_a .
\end{equation}
The element of $L_-$ between these states vanishes, so $L_x$ and $L_y$ each have half the magnitude of this element. Hence
\begin{equation}
\sum_j|\langle a|L_j|X_1\rangle|^2=
\tfrac12(\zeta q_sq_L)^2
\left(\frac1{\Delta_1}+\frac1{\Delta_3}\right)^2. \label{strength}
\end{equation}
No other component of $X$ adds to the strength: the part of $W$ that raises $L_z$ by one also lowers the spin projection by one, so the state with $L_z=2$ is reached only from $X_1$. The state with $L_z=-2$ is likewise reached only from $X_{-1}$, with equal strength. The spin moment $g\mathbf S$ does not contribute at this order: it leaves $L_z$ unchanged, and one action of $W$ changes $L_z$ by only one.

The gaps come from a model energy $P n_h-JS(S+1)-\kappa L_z^2$, where $n_h$ counts holes in $\sigma_g$. The energies of $X$, $a$ and $b$ are $-2J$, $-4\kappa$ and 0. Matching rough excitation energies of 0.98 and 1.63 eV fixes $J=0.815$ eV and $\kappa=0.1625$ eV. With a rough promotion energy $P=8$ eV,
\begin{align}
\Delta_1&=(P-\kappa)-(-2J)=9.47\ \mathrm{eV},\nonumber\\
\Delta_3&=(P-2J-\kappa)-(-4\kappa)=6.86\ \mathrm{eV}.
\end{align}
For $\zeta=0.020$ eV, also a rough value, equation (\ref{strength}) gives $1.31\times10^{-5}$. Diagonalizing the model with four electrons in three orbitals, including the spin moment, gives $1.32\times10^{-5}$. The latter value leads to
\begin{equation}
A=1.8\times10^{-4}\ \mathrm{s^{-1}},\qquad 1/A=1.6\ \mathrm{h}.
\end{equation}

Two small factors separate this from the allowed line. A Bohr magneton is weaker than $ea_0$ by $e^2/(2\hbar c)\approx1/274$, which costs $1.3\times10^{-5}$ in the rate. The spin-orbit detour costs another $1.3\times10^{-5}$. Division by $1.15^2$, for the chosen allowed dipole, completes the ratio of about $1.3\times10^{-10}$.

The real radiative lifetime is roughly an hour, so the estimate has the right magnitude. It omits other $\Pi_g$ configurations, electron correlation in the orbital factors, and vibration. Since $A\propto\zeta^2$, a 20\% increase in $\zeta$ alone raises $A$ by 44\%. None of this precision is needed to compare hours with milliseconds.

\subsection{The neighbouring state as a second case}

The $b$ state shows what the change of $L_z$ costs. Both $b$ and the $M_S=0$ component $X_0$ have $L_z=0$. They are the difference and the sum of $|\pi_+\!\uparrow\pi_-\!\downarrow\rangle$ and $|\pi_+\!\downarrow\pi_-\!\uparrow\rangle$, each divided by $\sqrt2$. On these two products $\sum l_zs_z$ equals $+1$ and $-1$, so $W|b\rangle=\zeta|X_0\rangle$ within the shell. Thus $b$ acquires an amplitude $\zeta/E_b$ of $X_0$, and the spin moment connects this admixture to $X_{\pm1}$. Since $|\langle X_{\pm1}|S_\pm|X_0\rangle|^2=2$, each final state contributes $g^2$, and the strength is
\begin{equation}
2g^2(\zeta/E_b)^2=1.2\times10^{-3}.
\end{equation}
No $\sigma_g$ orbital is required. The full model gives $0.077\ \mathrm{s^{-1}}$ for $b\to X$, over 400 times the rate of $a\to X$. The larger photon energy supplies a factor $(1.63/0.98)^3=4.6$ of this; the rest comes from the larger transition moment.

The same mixing puts some $b$ character into $X$ and opens an electric-quadrupole path from $a$. Its estimated rate is $7\times10^{-7}\ \mathrm{s^{-1}}$ (about 5\% higher with aug-cc-pVTZ orbitals), about 0.4\% of the magnetic-dipole rate.

\section{Walls}

A molecule that strikes a wall can pass its energy to the solid without emitting a photon. Let $\gamma$ be the probability of losing the $a$ state per impact and $\bar v$ the mean molecular speed. If $\Gamma$ is the net flux to the wall, a weakly anisotropic velocity distribution gives an incident flux $n_a\bar v/4+\Gamma/2$: the isotropic part supplies the first term, and a part proportional to the normal velocity supplies half the net flux from each side. The wall removes a fraction $\gamma$ of what arrives:
\begin{equation}
\Gamma=\gamma\left(\frac{n_a\bar v}{4}+\frac\Gamma2\right)
\quad\Longrightarrow\quad
\Gamma=hn_a,\qquad h=\frac{\gamma\bar v}{2(2-\gamma)} .
\end{equation}

Molecules must also diffuse to the wall. For plates a distance $H$ apart and a uniform source $s$, the steady equation $Dn''=-s$ with $-Dn'=hn$ at $x=H/2$ has the solution
\begin{equation}
n(x)=s\left[\frac{H^2/4-x^2}{2D}+\frac{H}{2h}\right].
\end{equation}
The mean lifetime is the mean density divided by $s$. Since the average of $x^2$ is $H^2/12$,
\begin{equation}
\tau_w=\frac{H^2}{12D}+\frac{H}{2h}. \label{slab}
\end{equation}
The first term is the diffusion delay and the second the reluctance of the surface.

A random walk of 40\,000 molecules tested this law. With $H=1$, thermal speed $\sqrt{k_BT/m}=1$, collision frequency 10 and $\gamma=0.2$, the walk gave a lifetime of 6.62 against 6.47 from (\ref{slab}), a difference of 2.3\%. The surface term supplies 87\% of this lifetime, so the walk tests mainly that term. With an added volume loss at twice the wall rate, the wall took a share of 0.332, close to the $1/3$ that would hold if the added loss left the shape of the density profile unchanged.

The example is a cylindrical inductively coupled reactor of radius $R=15$ cm and height $H=10$ cm, holding O$_2$ at 10 mTorr and 500 K. The gas density is $n=1.93\times10^{14}\ \mathrm{cm^{-3}}$ and $\bar v=5.75\times10^4$ cm/s. For hard spheres of mass $M$ and diameter $d_0=3.5\times10^{-8}$ cm, a rough size for O$_2$, kinetic theory gives $D=\frac{3}{8nd_0^2}\sqrt{k_BT/(\pi M)}=3.2\times10^4\ \mathrm{cm^2/s}$. For $\gamma=0.005$, $h=72$ cm/s. The ratio $hH/D\approx0.02$ is small, so the density is nearly uniform. Equating the loss from the volume $\mathcal V$ to the flux through the surface $\mathcal S$ then gives
\begin{equation}
k_w=\frac{h\mathcal S}{\mathcal V}
=\frac{72.1\times2356}{7069}=24\ \mathrm{s^{-1}}.
\end{equation}
The slowest diffusion mode of the cylinder with the same boundary condition decays at $23.9\ \mathrm{s^{-1}}$, so gradients change the result by 0.6\%.

The opposite limit is a surface with $\gamma=1$. Then $h=\bar v/2$, and for wide plates with the same gap (\ref{slab}) gives $0.26+0.17=0.43$ ms. Diffusion is now the larger delay. This value is rougher, because the mean free path is 0.95 cm, about a tenth of the gap; solving the kinetic equation with a constant collision frequency gives 0.48 ms, about 10\% longer.

\section{Electron collisions}

An electron can return $a$ to $X$ and carry off the 0.98 eV as kinetic energy. The spin rule that hinders radiation is no obstacle here: the incoming electron can change places with a molecular electron of opposite spin, conserving the total spin of the pair. Nor must the collision act through a uniform dipole field.

For excitation take the model cross section $\sigma_0(1-E_a/E)$ above threshold, with $\sigma_0=8\times10^{-18}\ \mathrm{cm^2}$. With Maxwellian electrons and $T_e$ in energy units, a threshold $E_0$ gives
\begin{align}
k&=\sqrt{\frac{8}{\pi m}}\,T_e^{-3/2}\,\sigma_0
\int_{E_0}^{\infty}(E-E_0)e^{-E/T_e}dE\nonumber\\
&=\sigma_0\bar v_e e^{-E_0/T_e},\qquad
\bar v_e=\sqrt{\frac{8T_e}{\pi m}}, \label{ke}
\end{align}
because the integral is $T_e^2e^{-E_0/T_e}$.

The reverse cross section follows from microscopic reversibility. Forward and reverse transitions between individual quantum states are equally probable. The total rate is proportional to the number of final electron states per unit energy, which scales with the final momentum. A cross section is this rate divided by the incident flux, which scales with the initial momentum. Multiplying each cross section by its initial degeneracy and its incident energy therefore gives the same value in both directions. With three spin states in $X$ and two orbital states in $a$,
\begin{equation}
2E\,\sigma_{\rm sup}(E)=3(E+E_a)\,\sigma_{\rm exc}(E+E_a)=3E\sigma_0 .
\end{equation}
So $\sigma_{\rm sup}=3\sigma_0/2$, independent of energy in this model, and $k_{\rm sup}=\tfrac32\sigma_0\bar v_e$. No threshold factor remains.

At $T_e=3$ eV, $\bar v_e=1.16\times10^8$ cm/s. This gives $k_{\rm exc}=6.7\times10^{-10}$ and $k_{\rm sup}=1.39\times10^{-9}\ \mathrm{cm^3/s}$. Electrons also dissociate the $a$ state. Using (\ref{ke}) with a size of $5\times10^{-17}\ \mathrm{cm^2}$ and a threshold of 7 eV gives $k_{\rm diss}=5.6\times10^{-10}\ \mathrm{cm^3/s}$. For $n_e=5\times10^{10}\ \mathrm{cm^{-3}}$,
\begin{equation}
k_e=n_e(k_{\rm sup}+k_{\rm diss})=98\ \mathrm{s^{-1}}.
\end{equation}
The cross-section sizes and the dissociation threshold are rough model inputs.

\section{Pumping}

The pump removes molecules whatever their internal state. If dissociation does not change the total outflow, as many molecules leave per second as are fed. A flow of 50 sccm supplies $2.24\times10^{19}$ molecules per second, so
\begin{equation}
k_p=\frac{2.24\times10^{19}}{(1.93\times10^{14})(7069)}
=16\ \mathrm{s^{-1}},
\end{equation}
a residence time of 61 ms. At fixed flow, volume and gas temperature this rate varies as $1/p$, because a denser gas takes longer to replace.

\section{The losses weighed together}

The sum is $K=138\ \mathrm{s^{-1}}$, a lifetime of 7.2 ms. Electrons take 71\%, walls 17\% and the pump 12\%. Radiation takes $1.3\times10^{-6}$ of the loss. If the line were allowed with the dipole used above, all else fixed, its emission rate would exceed the other three rates together by a factor of about 10\,000. Ground-state molecules would reabsorb most of the photons, so the net loss would be much smaller. For a 10 cm slab with Doppler broadening it would be about $360\ \mathrm{s^{-1}}$ if all the strength lay in one line, and of order $10^4\ \mathrm{s^{-1}}$ with a rough spread over rotational lines, so radiation would still be the largest loss. The energy release is the same in both cases; the transition moment decides the outcome.

The order among the three large losses is a property of this reactor. With the discharge off, the electrons gone and the gas still at 500 K, $K$ falls to about $40\ \mathrm{s^{-1}}$ and the walls lead. If $\gamma$ is then lowered to $10^{-4}$, the wall rate falls to about $0.5\ \mathrm{s^{-1}}$ and pumping leads. Radiation remains negligible in both cases.

Taken one at a time, the wall rate would equal $A$ at $\gamma=3.7\times10^{-8}$, the electron rate at $n_e=9\times10^4\ \mathrm{cm^{-3}}$, and the pumping rate at a residence time of 1.6 h. All three would have to be this small together before radiation could compete. Even then, quenching by O$_2$ with a rough coefficient of $2\times10^{-18}\ \mathrm{cm^3/s}$ would remove $4\times10^{-4}\ \mathrm{s^{-1}}$ at this density, about twice $A$.

The light does not vanish. The steady balance gives $n_a/n_X=33.4/138=0.24$, so 19.5\% of the molecules are in the $a$ state, and the chamber emits about $5\times10^{13}$ infrared photons per second. Such emission can reveal the population while removing almost none of it.

\section{How far the example represents a real reactor}

The pressure, flow and electron density are rough values for an inductively coupled oxygen source. The wall probability depends on the material and the state of its surface, and $k_w$ is nearly proportional to it here. Real discharges also contain oxygen atoms, negative ions and gradients of temperature and electron density.

Several omitted losses are not small beside the retained ones. Detachment from $5\times10^{10}$ negative ions per cm$^3$, with coefficient $2\times10^{-10}\ \mathrm{cm^3/s}$, adds $10\ \mathrm{s^{-1}}$. Ionization of $a$, with size $2\times10^{-16}\ \mathrm{cm^2}$ and threshold 11 eV in (\ref{ke}), adds 30. Excitation to $b$, with size $2\times10^{-17}\ \mathrm{cm^2}$ and threshold 0.65 eV, adds 93 if no molecule returns to $a$. Quenching by atoms making up 20\% of the gas density, with coefficient $10^{-16}\ \mathrm{cm^3/s}$, adds only 0.004. With these rough inputs and no return from $b$, $K$ becomes $271\ \mathrm{s^{-1}}$ and the $a$ share, counting only $X$ and $a$, drops from 19.5\% to 11\%. Counting the molecules held in $b$, lost at 40 to $140\ \mathrm{s^{-1}}$, it would be 9 to 10\%, and atoms would dilute it further. Electron collisions also carry $b$ back to $a$, which works the other way: with the reverse rate from microscopic reversibility and the same range of other $b$ losses, the share is 13 to 14\%.

The shape of the electron energy distribution matters less to the loss rate in this model. A Druyvesteyn distribution, proportional to $\sqrt E\,e^{-(E/w)^2}$ and with the same mean energy, lowers $k_e$ from 98 to $88\ \mathrm{s^{-1}}$. Losses with a high threshold are more sensitive: ionization of $a$ falls from 30 to $5\ \mathrm{s^{-1}}$, and the enlarged $K$ from 271 to $242\ \mathrm{s^{-1}}$. With the inputs above, the omitted collisions raise the loss rate of singlet-delta oxygen, and lower $n_a/n_X$, by at most a factor of about 2, whereas radiation lies about six orders of magnitude below the total loss. The numerical output lists the main inputs and intermediate values.

\section*{Calculated quantities}
\begin{verbatim}
a and b energies, a: 0.98 eV
b energy: 1.63 eV
spin-orbit constant zeta: 0.02 eV
sigma-to-pi promotion: 8 eV
bond length in ROHF/cc-pVDZ: 1.21 angstrom
a-X wavelength: 1265 nm
largest dipole within sigma_g, pi_g: 2.4e-17 e a0
pi_u to pi_g dipole: 1.15 e a0
orbital factors q_L, q_so: 1.146, 0.889
singlet, triplet gaps: 9.47, 6.86 eV
a-X strength, model, formula: 1.318e-05, 1.311e-05 mu_B^2
pi_g only: a-X 0.0e+00, b-X 1.21e-03 mu_B^2
A of a-X, magnetic dipole: 0.000176 1/s
radiative lifetime of a: 1.58 h
A of b-X, magnetic dipole: 0.0774 1/s
A of a-X, quadrupole via b: 7.1e-07 1/s
A if dipole allowed: 1.32e+06 1/s
pressure, gas T: 10 mTorr, 500 K
radius, height: 15, 10 cm
flow, gamma: 50 sccm, 0.005
electron density, Te: 5.0e+10 cm^-3, 3 eV
volume, surface: 7069 cm^3, 2356 cm^2
gas density: 1.93e+14 cm^-3
mean molecular speed: 5.75e+04 cm/s
D, free path: 3.22e+04 cm^2/s, 0.95 cm
wall velocity h: 72.1 cm/s
wall rate, formula, mode: 24.03, 23.89 1/s
slab life, walk, formula: 6.624, 6.473 (unit)
wall share, walk, formula: 0.332, 0.333
excitation size, dissociation size: 8e-18, 5e-17 cm^2
dissociation threshold from a: 7 eV
mean electron speed: 1.16e+08 cm/s
k excitation X to a: 6.69e-10 cm^3/s
k superelastic a to X: 1.39e-09 cm^3/s
k dissociation of a: 5.62e-10 cm^3/s
electron loss rate: 97.7 1/s
feed: 2.24e+19 molecules/s
pump rate, residence: 16.40 1/s, 61.0 ms
total rate, lifetime: 138.1 1/s, 7.24 ms
shares electron, wall, pump: 70.7, 17.4, 11.9 %
radiated share: 1.3e-06
a share of O2: 19.5 %
photon output: 4.7e+13 1/s
gamma for wall rate = A: 3.7e-08
electron density for rate = A: 9e+04 cm^-3
residence time for rate = A: 5.7e+03 s
neglected: negative-ion detachment: 10 1/s
neglected: a to b, no return: 93.3 1/s
neglected: ionization of a: 29.6 1/s
neglected: quenching by O, O2: 3.9e-03, 3.9e-04 1/s
electron loss, Druyvesteyn: 87.9 1/s
total with neglected losses: 271 1/s
a share with neglected losses: 11 %
\end{verbatim}
